# k-Point Choice for a Defect Level in a Cubic Supercell

A point defect in a gate oxide is modelled by repeating it on a simple-cubic superlattice of edge $L$. Each supercell carries one s-like defect orbital $\phi_{\mathbf R}$, with $\mathbf R=L(n_1,n_2,n_3)$ and integer $n_i$. The isolated defect has one bound level $E_0<0$, measured from the conduction-band edge of the perfect host. Two sampling points are compared:

$$\Gamma=(0,0,0),\qquad Q=\frac{2\pi}{L}\left(\tfrac14,\tfrac14,\tfrac14\right).$$

The "error" of a supercell level always means that level minus $E_0$.

## Part (a): nearest neighbours

**Question.** Let $\langle\phi_0|H|\phi_0\rangle=e_0$. Let the matrix element to each of the six nearest neighbours be $h$ and the overlap with each be $s$; more distant elements vanish. Find the band, and its energy at $\Gamma$ and $Q$, first for $s=0$ and then for $s\neq0$. When is the result at $Q$ the isolated level?

**Answer.** Translation symmetry fixes the state as $|\mathbf k\rangle=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\phi_{\mathbf R}\rangle$. Projecting $H|\mathbf k\rangle=E|\mathbf k\rangle$ on $\phi_0$ gives

$$e_0+h\sum_{\rm nn}e^{i\mathbf k\cdot\mathbf R}=E\Big(1+s\sum_{\rm nn}e^{i\mathbf k\cdot\mathbf R}\Big).$$

The neighbours at $\pm L$ along each axis combine into $2\cos k_iL$, so the sum is $2C$ with $C=\cos k_xL+\cos k_yL+\cos k_zL$. Therefore

$$E(\mathbf k)=\frac{e_0+2hC}{1+2sC}.$$

For $s=0$, write $h=t$, the hopping; then $E=e_0+2tC$. At $\Gamma$ each cosine is 1, so $C=3$. At $Q$ each cosine is $\cos(\pi/2)=0$, so $C=0$. Hence

$$E(\Gamma)=e_0+6t,\qquad E(Q)=e_0,$$

for either sign of $t$. With overlap, $E(Q)=e_0$ still holds, while

$$E(\Gamma)-e_0=\frac{e_0+6h}{1+6s}-e_0=\frac{6(h-se_0)}{1+6s}.$$

The norm $1+2sC$ must be positive throughout the band, which requires $|s|<1/6$. For $e_0=-1.50$ eV, $h=-0.12$ eV and $s=0.03$, the level at $\Gamma$ is $-2.22/1.18=-1.88$ eV, against $-1.50$ eV at $Q$.

What $Q$ recovers is the on-site energy $e_0$. This equals $E_0$ if the potentials of the other defects do not shift the orbital's own site. Part (e) treats a case where they do.

## Part (b): longer hops

**Question.** Now take $s=0$ and allow a hopping $t(R)$ that depends on distance. Which shells contribute at $Q$? Other points also have $C=0$, for example $\frac{2\pi}{L}(\frac14,0,\frac12)$. Is $Q$ better than this one?

**Answer.** The projection of part (a) now gives

$$E(\mathbf k)=e_0+\sum_{\mathbf R\neq0}t(R)\cos(\mathbf k\cdot\mathbf R).$$

At $Q$ the phase factor of a neighbour is $e^{i\pi(n_1+n_2+n_3)/2}$. A cubic shell contains every sign choice $(\pm n_1,\pm n_2,\pm n_3)$ at the same distance. Averaging over the signs turns each exponential into a cosine:

$$\big\langle e^{i\mathbf k_Q\cdot\mathbf R}\big\rangle=\prod_{i=1}^{3}\cos\frac{\pi n_i}{2}.$$

The product vanishes if any $n_i$ is odd. The shells (100), (110) and (111) therefore drop out. The first survivor is (200): it has six members, each with factor $\cos\pi=-1$, so

$$E(Q)=e_0-6t(2L)+\dots$$

At $\frac{2\pi}{L}(\frac14,0,\frac12)$ the three cosines are $0,1,-1$. The (110) shell contributes $4t(\sqrt2L)$ times the sum of their pairwise products, $0-1+0$. An error $-4t(\sqrt2L)$ remains there, which $Q$ avoids.

## Part (c): how fast the errors fall

**Question.** Represent the defect by a zero-range well in a parabolic band of mass $m$. Its bound state is $e^{-\kappa_0r}/r$, with $E_0=-\hbar^2\kappa_0^2/2m$. Derive the equation for the superlattice level, the hopping to first order, and the leading errors at $\Gamma$ and $Q$ for large $L$.

**Answer.** Near the defect the isolated state behaves as

$$\frac{e^{-\kappa_0r}}{r}=\frac1r-\kappa_0+O(r).$$

A zero-range well is defined by this boundary condition: at any energy, the constant term divided by the coefficient of $1/r$ must be $-\kappa_0$.

In the superlattice, a Bloch state with energy $E=-\hbar^2\kappa^2/2m$ that solves the free equation between the wells is

$$\psi(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\frac{e^{-\kappa|\mathbf r-\mathbf R|}}{|\mathbf r-\mathbf R|}.$$

Near $\mathbf r=0$ the central term gives $1/r-\kappa$. The others give the constant

$$S(\mathbf k,\kappa)=\sum_{\mathbf R\neq0}\cos(\mathbf k\cdot\mathbf R)\frac{e^{-\kappa R}}{R}.$$

The boundary condition demands $-\kappa+S=-\kappa_0$, that is

$$\kappa-S(\mathbf k,\kappa)=\kappa_0.$$

Bloch symmetry then satisfies the condition at every other site. The error is

$$E-E_0=-\frac{\hbar^2}{2m}(\kappa-\kappa_0)(\kappa+\kappa_0)\simeq-\frac{\hbar^2\kappa_0}{m}S(\mathbf k,\kappa_0),$$

where the last form replaces $\kappa$ by $\kappa_0$ in $S$ and in the sum $\kappa+\kappa_0$. Comparison with part (b) identifies

$$t(R)=-\frac{\hbar^2\kappa_0}{m}\frac{e^{-\kappa_0R}}{R}.$$

At $\Gamma$ the nearest shell dominates for large $L$:

$$E(\Gamma)-E_0\to6t(L)\propto-\frac{e^{-\kappa_0L}}{L}.$$

The (110) shell is smaller by the factor $12t(\sqrt2L)/6t(L)=\sqrt2\,e^{-(\sqrt2-1)\kappa_0L}$, which decays slowly.

At $Q$ the argument of part (b) applies to $S$ at any $\kappa$. The full equation for $\kappa$ therefore contains no nearest-neighbour term, and

$$E(Q)-E_0\to-6t(2L)=+\frac{\hbar^2\kappa_0}{m}\frac{6e^{-2\kappa_0L}}{2L}.$$

So in this model $\Gamma$ also recovers the isolated level as $L\to\infty$, but with an error of order $e^{-\kappa_0L}$ instead of $e^{-2\kappa_0L}$. Solving the full equation confirms both limits: the $\Gamma$ error is 1.014 times $6t(L)$ at $L=4.0$ nm, and the $Q$ error is 0.996 times $-6t(2L)$ at $L=2.5$ nm.

## Part (d): numbers for an oxide

**Question.** Take $E_0=-1.50$ eV, $m=0.20\,m_e$ and supercells of 2, 3 and 4 cubic cells of edge 0.51 nm. Evaluate the errors and comment on the smallest cell.

**Answer.** Here $\hbar^2/2m=0.1905$ eV nm$^2$, so $\kappa_0=\sqrt{1.50/0.1905}=2.806$ nm$^{-1}$ and $\hbar^2\kappa_0/m=2(0.1905)(2.806)=1.069$ eV nm. For $L=1.02$ nm, $\kappa_0L=2.862$ and

$$t(L)=-\frac{1.069\,e^{-2.862}}{1.02}\ \text{eV}=-59.9\ \text{meV},\qquad6t(L)=-359\ \text{meV}.$$

The full equation, with all shells, gives:

| $L$ (nm) | $6t(L)$ (meV) | error at $\Gamma$ (meV) | error at $Q$ (meV) |
|---|---|---|---|
| 1.02 | −359 | −404 | +9.2 |
| 1.53 | −57.3 | −67.3 | +0.38 |
| 2.04 | −10.3 | −11.5 | +0.017 |

In the smallest cell the nearest-neighbour picture is only rough at $\Gamma$. To first order the shells (100), (110), (111) and (200) alone give $-359-155-34-10=-558$ meV, well beyond the full $-404$ meV. The reason lies in the equation for $\kappa$. At $\Gamma$ all terms of $S$ are positive, so $\kappa>\kappa_0$; the tails shorten and $S$ falls below its first-order value. This outweighs the small increase of the factor $\kappa+\kappa_0$.

At $Q$ the leading estimate $-6t(2L)=10.3$ meV is close to the full 9.2 meV. The (220) shell, which enters with a plus sign, contributes $12t(2\sqrt2L)\simeq-1.4$ meV; smaller corrections, positive in total, return about 0.3 meV.

A finite range of the defect potential changes the sizes of the errors. A Gaussian well $-V_0e^{-r^2/2w^2}$ with $w=0.10$ nm and $V_0=38.4$ eV has the same isolated level. Diagonalized in plane waves at $L=1.02$ nm, it has errors of $-633$ meV at $\Gamma$ and $+13$ meV at $Q$. Here too $Q$ is much the better point, but the size and even the sign of its error depend on the width of the well. With $V_0$ retuned to the same isolated level, the $Q$ error is $-1$, $-75$ and $-319$ meV for $w=0.15$, 0.20 and 0.25 nm, against $-801$, $-1046$ and $-1445$ meV at $\Gamma$. The small error at $Q$ requires a well that is narrow compared with $L$.

The reference energy also matters. In the empty host, the lowest supercell state at $Q$ lies above the band edge by

$$\frac{\hbar^2k_Q^2}{2m}=0.1905\times3\left(\frac{\pi}{2\times1.02}\right)^2\text{eV}\simeq1.36\ \text{eV}.$$

The defect level must be measured from the edge of the bulk host, not from this state.

## Part (e): a charged defect and the real oxide

**Question.** The defect has charge $+qe$, compensated by a uniform background, in a medium of relative permittivity $\varepsilon$. The cell-averaged potential is set to zero. Estimate the shift of the electron level. Does $Q$ remove it? Which features of a real oxide weaken the result?

**Answer.** The images and background produce a potential at the defect site. For unit charges in Gaussian form, it follows by replacing $1/r$ with $e^{-\mu r}/r$ and letting $\mu\to0$. The background density $-1/L^3$ contributes $-L^{-3}\int e^{-\mu r}r^{-1}d^3r=-4\pi/(\mu^2L^3)$, so

$$\lim_{\mu\to0}\left[\sum_{\mathbf R\neq0}\frac{e^{-\mu R}}{R}-\frac{4\pi}{\mu^2L^3}\right]=-\frac{\alpha}{L},\qquad\alpha=2.837.$$

The factor $1/L$ follows from scaling all lengths; the number comes from evaluating the sum. Restoring units and multiplying by the electron charge $-e$,

$$\Delta=(-e)\left(-\frac{\alpha qe}{4\pi\varepsilon_0\varepsilon L}\right)=+\frac{\alpha qe^2}{4\pi\varepsilon_0\varepsilon L}.$$

If the orbital is compact compared with $L$, this potential is nearly constant across it. Then $e_0$ becomes $e_0+\Delta$ on every site, and, if the hopping is taken as unchanged, the whole band moves rigidly. No choice of $\mathbf k$ removes $\Delta$.

For $q=1$ and $L=1.02$ nm, $\Delta=0.89$ eV with $\varepsilon=4.5$ (ions clamped) and 0.20 eV with $\varepsilon=20$ (full ionic screening). Doubling $L$ only halves these values. As a rough estimate, which ignores how the charge changes the orbital and the hopping, adding the two errors for $\varepsilon=4.5$ gives $-0.40+0.89=+0.49$ eV at $\Gamma$ and $+0.90$ eV at $Q$. The uncorrected level at $\Gamma$ is then closer to $E_0$, through cancellation of unrelated errors. The rigid shift is crude at $\Gamma$ in so small a cell. Take the Gaussian well with $w=0.10$ nm, add a charge $q=1$ spread as a Gaussian of width 0.10 nm, and retune $V_0$ to the same $E_0$. For $\varepsilon=4.5$ the separation of $\Gamma$ and $Q$ grows by 0.20 eV, and the errors are $-0.01$ eV at $\Gamma$ and $+0.84$ eV at $Q$. For $\varepsilon=20$ they are $-0.49$ and $+0.20$ eV, so there $Q$ is the closer point even before correction. The advantage of $Q$ appears once $\Delta$ has been subtracted, but the 9 meV of part (d) is then not the whole remaining error. The uniform background makes the potential vary as $r^2$ around the site, which to first order lowers the level by

$$\frac{2\pi}{3}\,\frac{qe^2\langle r^2\rangle}{4\pi\varepsilon_0\varepsilon L^3}.$$

With $\langle r^2\rangle=1/(2\kappa_0^2)$ for the zero-range state, $q=1$ and $L=1.02$ nm, this is about 40 meV for $\varepsilon=4.5$ and 9 meV for $\varepsilon=20$. These are low estimates: at the same $E_0$, both a finite defect size and the defect's own Coulomb attraction make $\langle r^2\rangle$ larger. For the charged Gaussian well, the error at $Q$ after subtracting $\Delta$ is $-52$ meV for $\varepsilon=4.5$ and $+1$ meV for $\varepsilon=20$, which is 65 and 12 meV below the neutral value. The first-order formula with that well's own $\langle r^2\rangle$ gives 93 and 16 meV, so it is only a guide to size.

The parameters are rough values for an oxygen vacancy in HfO$_2$; the level depth and the mass are the least certain. The parabolic band is also an extrapolation here, because $1/\kappa_0=0.36$ nm is shorter than the cubic cell edge and $|E_0|$ is a sizeable part of the gap $E_g$. The simple two-band form $\kappa^2=\kappa_0^2(1-|E_0|/E_g)$ with $E_g\approx5.8$ eV gives $\kappa=2.42$ nm$^{-1}$. In the smallest cell this alone multiplies the factor $e^{-2\kappa_0L}$ by about 2.2, so the meV values are a guide to size only. Doubling the mass at fixed $E_0$ and $L=1.02$ nm reduces the errors to $-92$ meV at $\Gamma$ and $+0.6$ meV at $Q$. Mass ratios of 0.7, 1.0 and 1.4 along the axes give $-440$ and $+14$ meV.

Monoclinic HfO$_2$ also breaks the cubic symmetry used in part (b). With an angle $\beta\simeq99^\circ$ between the first and third axes, and equal edges, the neighbours $(1,0,\pm1)$ lie at $R_\pm=L\sqrt{2\pm2\cos\beta}$. At $Q$ their phase factors are $-1$ and $+1$, so with their inverses they leave $2[t(R_-)-t(R_+)]$. Since $\cos\beta<0$, $R_+$ is the shorter distance and this term is positive. The $Q$ error rises to $+31$ meV. At fractional coordinates $(\frac14,\frac14,-\frac14)$ the two phases are exchanged and the error is $-12$ meV; the mean of the two points is $+9$ meV.

For scale, the thermal energy at 358 K is 31 meV. In the neutral model of part (d), an activated rate $\propto e^{-|E|/k_BT}$ would be wrong by a factor $e^{404/31}\sim5\times10^5$ with the cubic $\Gamma$ error, but by about $e^{9.2/31}\simeq1.3$ with the cubic $Q$ error. Lattice relaxation, several host bands and electron correlation lie outside this model, and their effect on the level is not estimated here.

## Values computed for the example and the checks

```
isolated level below band edge: 1.50 eV
electron mass: 0.20 m_e; cubic cell edge: 0.51 nm
hbar^2/(2m): 0.1905 eV nm^2; kappa0: 2.8061 1/nm
errors = supercell level minus isolated level
L = 1.02 nm: kappa0 L = 2.862, t(L) = -59.894 meV
  nearest-neighbour Gamma error 6t: -359.37 meV
  all-shell Gamma error: -404.21 meV
  all-shell Q error: 9.1628 meV
  first-order Q error -6t(2L): 10.2677 meV
L = 1.53 nm: kappa0 L = 4.293, t(L) = -9.545 meV
  nearest-neighbour Gamma error 6t: -57.27 meV
  all-shell Gamma error: -67.29 meV
  all-shell Q error: 0.3763 meV
  first-order Q error -6t(2L): 0.3912 meV
L = 2.04 nm: kappa0 L = 5.724, t(L) = -1.711 meV
  nearest-neighbour Gamma error 6t: -10.27 meV
  all-shell Gamma error: -11.53 meV
  all-shell Q error: 0.0166 meV
  first-order Q error -6t(2L): 0.0168 meV
first-order shell terms at Gamma, smallest cell:
  (100): -359.37 meV
  (110): -155.30 meV
  (111): -34.04 meV
  (200): -10.27 meV
Gamma error / 6t(L) at L = 4.0 nm: 1.0137
Q error / (-6t(2L)) at L = 2.5 nm: 0.9958
overlap test: e0 = -1.50 eV, h = -0.12 eV, s = 0.03
  lowest level (Gamma): -1.8814 eV
Gaussian well: width 0.10 nm, depth 38.40 eV, L = 1.02 nm
  Gamma error: -632.6 meV; Q error: 12.7 meV
Madelung constant: Ewald 2.83730, direct 2.83747
image shift, q=+1, eps=4.5, L=1.02 nm: 0.890 eV
image shift, q=+1, eps=4.5, L=2.04 nm: 0.445 eV
image shift, q=+1, eps=20.0, L=1.02 nm: 0.200 eV
image shift, q=+1, eps=20.0, L=2.04 nm: 0.100 eV
other neglected effects, L = 1.02 nm:
  mass ratios x,y,z: 0.7, 1.0, 1.4
    Gamma error: -439.6 meV; Q error: 13.73 meV
  mass 0.4 m_e: Gamma error -91.5 meV; Q error 0.647 meV
  monoclinic angle 99 deg: error at (1/4,1/4,1/4) 30.63 meV
    at (1/4,1/4,-1/4) -11.75 meV; mean 9.44 meV
  thermal energy at 358 K: 30.9 meV
```
